# Strain amplification in a suspended germanium microbridge between wide pads

## 1. A case that can be read off

A germanium film on silicon carries a tensile strain of 0.20 %. A strip 90 µm long is cut from it and freed from the substrate, with both ends still attached to the unreleased film. The middle 10 µm is a narrow bridge; the remaining 80 µm is divided between two pads.

Suppose first that the pads are so wide that they do not stretch at all under the force the bridge can exert. Before release the strip was longer than its stress-free length by

$$0.0020\times 90\ \text{µm}=0.18\ \text{µm}=180\ \text{nm}.$$

The ends have not moved, so the strip is still 180 nm too long. The pads have contracted to their stress-free length, and the bridge must supply the whole extension. Its strain is $0.18/10=1.8\,\%$, nine times the original strain. The factor nine is the total length divided by the bridge length.

In the opposite case the pads are no wider than the bridge. The strip is then uniform, the 180 nm is spread evenly, and the strain stays at 0.20 %. A real device lies between these cases. Its position is fixed by how much the pads stretch under the force that they share with the bridge.

## 2. Quantities and assumptions

The bridge has length $L_b$ and width $w_b$. The two pads have total length $L_p$ and common width $w_p$. Define

$$L=L_b+L_p,\qquad r=\frac{L_p}{L_b},\qquad s=\frac{w_p}{w_b}.$$

Strain is measured from the stress-free film, and tension is positive. The prestrain $\varepsilon_0$ is equal in both in-plane directions. After release the longitudinal strains are $\varepsilon_b$ in the bridge and $\varepsilon_p$ in the pads. The quantity sought is the amplification $g=\varepsilon_b/\varepsilon_0$.

In the derivation, lengths and widths are those of the stress-free film. The mask defines them on the stretched film, where each is larger by the factor $1+\varepsilon_0$. This factor cancels in $r$ and $s$, so drawn dimensions may be put directly into the result for $g$.

The bar model assumes that

- thickness $t$ and crystal direction are the same throughout;
- elasticity is linear;
- each part carries a uniform stress along its length and no other stress;
- the outer pad ends do not move;
- the released film touches nothing between its ends.

The third assumption requires parts that are long compared with their widths. "Wide pads" therefore means wide compared with the bridge, not compared with their own length.

## 3. Derivation

**Stress in a released bar.** Let $x$ run along the bar, $y$ across it in the film plane and $z$ normal to the film, all three parallel to cubic crystal axes. Release frees the side edges and both faces, so $\sigma_y=\sigma_z=0$. Hooke's law for a cubic crystal gives

$$0=C_{12}\varepsilon_x+C_{11}\varepsilon_y+C_{12}\varepsilon_z,\qquad
0=C_{12}\varepsilon_x+C_{12}\varepsilon_y+C_{11}\varepsilon_z .$$

Subtracting the two equations gives $(C_{11}-C_{12})(\varepsilon_y-\varepsilon_z)=0$, hence $\varepsilon_y=\varepsilon_z$. Either equation then yields

$$\varepsilon_y=-\nu\,\varepsilon_x,\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}} .$$

Inserting this into $\sigma_x=C_{11}\varepsilon_x+C_{12}(\varepsilon_y+\varepsilon_z)$ gives

$$\sigma_x=E\,\varepsilon_x,\qquad E=C_{11}-\frac{2C_{12}^2}{C_{11}+C_{12}} .$$

Before release the film was also stretched sideways. With $\sigma_x=\sigma_y=\sigma$ and $\sigma_z=0$, the same law in inverted form reads $\varepsilon_0=(\sigma-\nu\sigma)/E$, so the stress was $E\varepsilon_0/(1-\nu)$. Release thus lowers the stress even in a uniform strip, whose longitudinal strain stays at $\varepsilon_0$. The amplification $g$ compares longitudinal strains, not stresses.

**Force continuity.** Consider a slice of the strip between two cross-sections. No force acts on its free sides, and its weight is neglected. Equilibrium requires the forces on its two cut faces to balance, so the longitudinal force $F$ is the same at every section. In the bridge $F=E\,t\,w_b\,\varepsilon_b$, and in the pads $F=E\,t\,w_p\,\varepsilon_p$. Equating them and cancelling $E\,t$ gives

$$w_b\varepsilon_b=w_p\varepsilon_p
\quad\Longrightarrow\quad
\varepsilon_p=\frac{\varepsilon_b}{s}. \tag{1}$$

**Fixed total length.** Before release the length was $L(1+\varepsilon_0)$. Afterwards it is $L_b(1+\varepsilon_b)+L_p(1+\varepsilon_p)$. The ends have not moved, so the two are equal. Subtracting $L=L_b+L_p$ from both sides leaves

$$L_b\varepsilon_b+L_p\varepsilon_p=(L_b+L_p)\varepsilon_0. \tag{2}$$

**Result.** Inserting (1) into (2) gives

$$\varepsilon_b\left(L_b+\frac{L_p}{s}\right)=(L_b+L_p)\varepsilon_0 .$$

Solve for $\varepsilon_b/\varepsilon_0$, then divide numerator and denominator by $L_b$:

$$\boxed{\,g=\frac{L_b+L_p}{L_b+L_p\,w_b/w_p}=\frac{1+r}{1+r/s}\,} \tag{3}$$

The denominator of the first form is an effective length,

$$L_{\rm eff}=L_b+\frac{L_p}{s},$$

the length of a uniform strip of bridge width that would stretch as much as the whole device under the same force. The numerator measures the extension available; $L_{\rm eff}$ measures how it is shared. Young's modulus and thickness affect the force but not $g$.

Unequal pads need no new formula. If their lengths are $L_1$ and $L_2$ and their widths are equal, (1) gives both the same strain, and (2) contains only $L_1+L_2=L_p$.

As a test, a chain of elastic cells with fixed ends was brought to its energy minimum for 30 random geometries with unequal pads. The largest relative difference from (3) was $4.7\times10^{-15}$, which is rounding error. This confirms the algebra within the bar model; the model itself is examined in Section 6.

**More than two widths.** For segments $i$ of length $L_i$ and width $w_i$, the common force gives $\varepsilon_i=F/(E\,t\,w_i)$. Fixed total length then requires

$$\frac{F}{E\,t}\sum_i\frac{L_i}{w_i}=\varepsilon_0\sum_i L_i .$$

Eliminating $F$ gives the strain in segment $k$:

$$\varepsilon_k=\varepsilon_0\,\frac{\sum_i L_i}{w_k\sum_i L_i/w_i}. \tag{4}$$

This form serves for tapers that change width slowly, divided into short segments.

## 4. Limits and design

Let $f=L_b/L$ be the fraction of the length taken by the bridge. Inverting (3) gives

$$\frac1g=\frac{L_b+L_p/s}{L}=f+\frac{1-f}{s}. \tag{5}$$

For $s>1$ this is a weighted mean of $1$ and $1/s$, so $1<g<s$. It is also larger than $f=1/(1+r)$, so $g<1+r$. Both ceilings have a direct meaning:

- For very long pads, $r\to\infty$ at fixed $s$, the pad strain tends to $\varepsilon_0$. Force continuity then gives $g\to s$.
- For very wide pads, $s\to\infty$ at fixed lengths, the bar model gives $g\to1+r$, the case of Section 1. Here the pads cease to be slender, so the limit bounds the formula but does not describe a real wide plate.

To find the pad length for a wanted $g$, multiply out (3) and collect the terms in $r$:

$$g+\frac{gr}{s}=1+r
\quad\Longrightarrow\quad
g-1=r\left(1-\frac gs\right)
\quad\Longrightarrow\quad
r=\frac{g-1}{1-g/s}. \tag{6}$$

With $s>1$ and $g>1$, this is positive and finite for $g<s$. To find the width ratio at fixed lengths, use the first equality in (6) again:

$$\frac{gr}{s}=1+r-g
\quad\Longrightarrow\quad
s=\frac{gr}{1+r-g},\qquad g<1+r. \tag{7}$$

Dimensional errors follow from $\ln g=\ln(1+r)+\ln s-\ln(s+r)$. Differentiation gives

$$\frac{\partial\ln g}{\partial\ln s}=1-\frac{s}{s+r}=\frac{r}{s+r},$$

$$\frac{\partial\ln g}{\partial\ln r}=\frac{r}{1+r}-\frac{r}{s+r}=\frac{r(s-1)}{(1+r)(s+r)} .$$

## 5. Worked device

The bridge is 10 µm long and 1 µm wide. Each pad is 40 µm long and 10 µm wide, and $\varepsilon_0=0.20\,\%$. Hence $r=80/10=8$ and $s=10/1=10$. The effective length is $10+80/10=18$ µm, and

$$g=\frac{90}{18}=5.0,\qquad
\varepsilon_b=5.0\times0.20\,\%=1.0\,\%,\qquad
\varepsilon_p=\frac{1.0\,\%}{10}=0.10\,\%.$$

The pads keep half of their original strain. Each shortens by $40\ \text{µm}\times(0.0020-0.0010)=40$ nm. The bridge lengthens by $10\ \text{µm}\times(0.010-0.0020)=80$ nm, the sum of the two pad movements.

For the stress, take $C_{11}=129$, $C_{12}=48$ and $C_{44}=67$ GPa as model inputs, chosen close to the elastic constants of germanium. Then $E=129-2(48)^2/177=103$ GPa and $\nu=48/177=0.271$. The bridge stress is $103\times0.010\approx1.0$ GPa.

Both logarithmic derivatives equal $8/18=0.44$ here. A bridge drawn correctly but etched 10 % too narrow has an 11 % larger $s$ and therefore gains nearly 5 % in $g$, with the other dimensions fixed.

Suppose that $g=7.5$ is wanted. There are two routes:

- Keep the pad width. Equation (6) gives $r=6.5/0.25=26$, a total pad length of 260 µm instead of 80 µm.
- Keep the lengths. Equation (7) gives $s=7.5\times8/1.5=40$, pads 40 µm wide.

The bar model rates these designs equally. The next section shows why, with rigid anchors, the second falls well short, and how undercut of the anchors can reverse the order.

## 6. What the bar model leaves out

**Spreading of the force.** The force enters each pad over the 1 µm width of the bridge and needs some distance to occupy the full 10 µm. Over that distance the pad yields more than (3) allows. A two-dimensional plane-stress calculation with the cubic constants above includes this effect. In it, the outer pad ends are held in both directions at their prestrained positions.

At the finer of two meshes it gives $g=4.545$, against 4.550 at the coarser one. The bridge strain is thus 0.91 %, which is 9 % below the bar value. Force continuity and free sideways contraction are nevertheless confirmed far from the steps and the clamped ends. The ratio of bridge to pad strain is 10.004, against $s=10$, and the lateral contraction ratio in the bridge is 0.271, equal to $\nu$.

The discrepancy can be expressed as an extra bridge length $\delta$, defined by

$$g_{\rm 2D}=\frac{L}{L_{\rm eff}+\delta}
\quad\Longrightarrow\quad
\delta=\frac{L}{g_{\rm 2D}}-L_{\rm eff}. \tag{8}$$

On the coarser mesh, $\delta=90/4.550-18=1.78$ µm. The sharp corners make a uniform mesh converge slowly. With strong refinement near them, $g_{\rm 2D}$ settles at about 4.54 and $\delta$ at about 1.84 µm. The other two-dimensional amplifications quoted in this section are likewise too high by 0.1 to 0.5 %, and the values of $\delta$ too low by 0.05 to 0.08 µm.

The number $\delta$ combines spreading at both steps with the sideways clamping of the pad ends. If those ends were free to move sideways, $\delta$ would be about 2.05 µm, so the clamping offsets a small part of the spreading. When all lengths are doubled at fixed widths, $\delta$ becomes 1.79 µm, practically unchanged. Dividing (8) by $g=L/L_{\rm eff}$ gives the relative error:

$$\frac{g_{\rm 2D}}{g}-1=\frac{L_{\rm eff}}{L_{\rm eff}+\delta}-1=-\frac{\delta}{L_{\rm eff}+\delta}. \tag{9}$$

With $\delta$ constant, the error falls roughly as the inverse of the length. The doubled device has $g_{\rm 2D}=4.763$, which is 4.7 % below the bar value.

For the design with 40 µm wide pads at the original lengths, the two-dimensional value is 6.11 instead of 7.5, a shortfall of 18.5 %. Two changes contribute: $\delta$ has grown to 2.72 µm, and $L_{\rm eff}$ has shrunk from 18 to 12 µm, so a given $\delta$ weighs more.

The design with 260 µm of pad has $L_{\rm eff}=10+26=36$ µm. If $\delta=1.78$ µm is carried over, (8) gives $270/37.8\approx7.1$. This is an estimate, since the constancy of $\delta$ was tested at fixed length ratio. A direct two-dimensional calculation on a refined mesh gives 7.12. At equal bar amplification and with rigid anchors, the longer pads thus come closer to their nominal value, at the cost of a device three times as long.

**Undercut anchors.** The release etch also frees some film beyond the pad ends. Before the etch, that film was held at a stress $E\varepsilon_0/(1-\nu)$. The pad pulls on it with only about $E\varepsilon_p=0.5\,E\varepsilon_0$, and the rest of its new edge is free. The edge therefore retracts away from the bridge and stretches the device further.

With a released rim 5 µm deep and 30 µm wide, clamped at its outer edges, the two-dimensional amplification rises from 4.55 to 5.01, or by 10 %. The agreement with the bar value of 5.0 is a cancellation between spreading and undercut in this geometry. It should not be carried over to another layout. An etch that frees the pads from their edges, without etch holes, must travel at least half the pad width, so wider pads bring a deeper undercut. With a rim 20 µm deep and 60 to 100 µm wide, the design with 40 µm wide pads reaches 8.6 to 8.9, while the design with 260 µm of pad and a 5 µm rim reaches 7.3. The ranking found for rigid anchors is then reversed.

**Nonlinear elasticity.** At 1 % strain Hooke's law needs a correction. Writing the elastic energy in the finite (Green) strain and adding third-order terms, with rough constants $C_{111}=-710$, $C_{112}=-390$ and $C_{123}=-20$ GPa, changes the bar-model bridge strain by $-0.22\,\%$ of its value. With these constants the force per stress-free area rises slightly faster than linearly, so the highly strained bridge takes a little less of the extension. The figure is the remainder of two opposed parts: finite-strain geometry alone gives $-0.59\,\%$, and the third-order terms take back about $0.37\,\%$. Its sign is therefore not secure; $C_{111}=-732$ and $C_{112}=-290$ GPa give $+0.07\,\%$. This is negligible beside the two geometrical effects.

**Temperature.** Let $\varepsilon_b$ now denote elastic strain, measured from the stress-free length at the actual temperature. If the bridge alone warms by $\Delta T$, its free expansion supplies part of the extension in (2):

$$L_b(\varepsilon_b+\alpha_{\rm Ge}\Delta T)+L_p\varepsilon_p=L\varepsilon_0 .$$

Inserting (1) and subtracting the result for $\Delta T=0$ gives

$$\Delta\varepsilon_b=-\frac{L_b\,\alpha_{\rm Ge}\Delta T}{L_{\rm eff}}. \tag{10}$$

If the whole chip warms, the distance between anchors grows with silicon, while the stress-free length of the film grows with germanium. To first order,

$$L_b\varepsilon_b+L_p\varepsilon_p=L\left[\varepsilon_0+(\alpha_{\rm Si}-\alpha_{\rm Ge})\Delta T\right],$$

and the same substitution gives

$$\Delta\varepsilon_b=-g\,(\alpha_{\rm Ge}-\alpha_{\rm Si})\Delta T. \tag{11}$$

Take $\Delta T=50$ K and the rough values $\alpha_{\rm Ge}=5.9\times10^{-6}$ and $\alpha_{\rm Si}=2.6\times10^{-6}$ per kelvin. Equation (10) gives a shift of $-0.016\,\%$ strain, and (11) gives $-0.083\,\%$ strain. The second is about 8 % of the bridge strain. The mismatch is smaller than $\alpha_{\rm Ge}$ itself, but it acts on all 90 µm instead of 10 µm, so the second shift is larger. The value of $\varepsilon_0$ used in (3) must therefore belong to the temperature of use.

## 7. Relation to real devices

A prestrain of the size used here can arise from cooling after growth. If the film is unstrained at the growth temperature, the expansion mismatch of $3.3\times10^{-6}$ per kelvin, taken as constant over a cooling of 600 K, gives about 0.2 %. Of the departures from the bar model computed in Section 6, force spreading, taken together with the sideways clamping of the pad ends, and the undercut of the anchors are the largest. For the dimensions used here, they move the amplification by about $-9\,\%$ and $+10\,\%$ respectively; the second figure depends on the depth and width of the released rim. For a rim 30 µm wide it runs from about $+4\,\%$ at 2 µm depth to $+20\,\%$ at 10 µm; a rim 16 µm wide gives about $+14\,\%$ at 10 µm.

Real corners are rounded, and the rounding changes $\delta$. The sharp corners assumed above give no usable peak stress, so the stress of about 1 GPa in the bridge is not a fracture criterion. The film is also assumed to stay flat. This leaves out bending caused by a strain gradient through its thickness, and possible wrinkling of thin pads: where the force spreads out from the bridge, the middle of the pad is under sideways compression, about 40 MPa at most on the axis of the worked device. If a pad touches the substrate and sticks, an outside force acts between the sections, and (1) no longer holds.

For a first layout, use (3), (6) or (7) with the measured prestrain. Equation (9) with $\delta\approx1.8$ µm estimates the shortfall for a 1 µm bridge between 10 µm wide pads that are several times longer than wide, with rigid anchors and the bridge along a cubic axis. The crystal direction matters: for the worked device turned to ⟨110⟩ in a (001) film, the same kind of calculation gives $\delta\approx2.75$ µm and a shortfall of 13 %. Even along a cubic axis $\delta$ is not strictly constant: it falls to about 1.5 µm for a 100 µm long bridge between pads 40 µm long, where the shortfall itself is only about 1 %. For wider pads, another crystal direction, or an undercut whose effect exceeds the strain tolerance, a two-dimensional calculation of the actual outline is needed. The numerical output below lists the bar-model values and the two-dimensional values from uniform meshes.

## Values computed for the example and the checks

```
Prestrain: 0.20 %
Bridge length, width: 10, 1 um
Each pad length, width: 40, 10 um
Total pad length, total length: 80, 90 um
Length ratio r, width ratio s: 8.0, 10.0
Effective length L_b + L_p/s: 18.0 um
Amplification g (bar model): 5.000
Bridge strain, pad strain: 1.000, 0.100 %
Limits of g, long pads and very wide pads: 10.0, 9.0
Each pad shortens by: 40.0 nm
Bridge lengthens on release by: 80.0 nm
Largest relative error, law against chain: 4.7e-15
C11, C12, C44 (rough): 129, 48, 67 GPa
Young modulus <100>: 103.0 GPa; Poisson ratio: 0.271
Bridge stress: 1.03 GPa
Total pad length for g = 7.5: 260 um (r = 26.0)
2D g, 8 and 12 cells per um: 4.550, 4.545
2D bridge strain: 0.909 %
2D g relative to bar model: -9.1 %
2D bridge/pad strain ratio: 10.004
2D contraction ratio in bridge: 0.271
Extra bridge length, device: 1.78 um
Extra bridge length, all lengths doubled: 1.79 um
2D g, all lengths doubled: 4.763 (-4.7 % from bar model)
Pads 40 um wide: bar g 7.500, 2D g 6.114 (-18.5 %)
Extra bridge length, those pads: 2.72 um
Anchor undercut, rim width: 5, 30 um
2D g with undercut: 5.006 (+10.0 % from rigid anchors)
C111, C112, C123 (rough): -710, -390, -20 GPa
Nonlinear change of bridge strain: -0.22 %
Expansion Ge, Si (rough): 5.9, 2.6 1e-6/K
Warming considered: 50 K
Strain shift, bridge alone warmed: -0.0164 % strain
Strain shift, whole chip warmed: -0.0825 % strain
```
